# Capacitance Sensitivity to Air-Void Boundary Motion from One Field Solution: a numerical check

```python
"""
Result under test: for an air void (relative permittivity KA) in a dielectric (KD),
    dC/dp = -eps0 (KD-KA)/V^2 * closed integral of v_n [E_t^2 + D_n^2/(eps0^2 KA KD)] ds
C: capacitance per length of one gap; V: line-to-line voltage; p: shape parameter;
v_n: outward normal boundary velocity per unit p; E_t, D_n: continuous components.
Lines alternate between +V/2 and -V/2. Half a gap is solved with unit potential drop;
K = integral of kappa |grad phi|^2 over that half, and C = eps0 K/2.
Lengths are in nm. Shape derivatives are compared with newly meshed, re-solved voids.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.constants import epsilon_0, e, hbar, m_e

SPACING, PITCH, HEIGHT = 20.0, 40.0, 40.0
KA, KD, VOLTAGE = 1.0, 2.7, 0.7
CAP = epsilon_0 * 1e12 / 2            # converts K to aF/um
NOMINAL = dict(half_width=6.0, half_height=14.0, centre=1.0,
               skew=0.2, growth=0.0, tip=0.0)
GAUSS, WEIGHT = np.polynomial.legendre.leggauss(4)


def changed(**steps):
    shape = dict(NOMINAL)
    for name, step in steps.items():
        shape[name] += step
    return shape


def void_curve(shape, t):
    """Right half of the void, bottom to top; also normal and speed of base curve."""
    c, s = np.cos(t), np.sin(t)
    a, b, skew = shape["half_width"], shape["half_height"], shape["skew"]
    point = np.stack([a*c*(1 - skew*s), shape["centre"] + b*s], -1)
    dx, dy = a*(-s + skew*(s*s - c*c)), b*c
    speed = np.hypot(dx, dy)
    normal = np.stack([dy, -dx], -1) / speed[..., None]
    offset = shape["growth"] + shape["tip"]*np.exp(-(1 - s)/0.1)
    return point + offset[..., None]*normal, normal, speed


def graded(n, power):
    """Quadratic-element nodes on [0,1], clustered at 1."""
    vertex = 1 - (1 - np.arange(n + 1)/n)**power
    nodes = np.empty(2*n + 1)
    nodes[::2] = vertex
    nodes[1::2] = (vertex[1:] + vertex[:-1])/2
    return nodes


def blend(first, last, r):
    r = r[:, None, None]
    return (1 - r)*first + r*last


def build_mesh(shape, n, liner, box):
    """Blocks of nodes with material labels: 0 void, 1 skin, 2 dielectric."""
    g2, g3 = graded(n, 2), graded(n, 3)
    cap_angle = np.pi/2 - 1.0
    t = np.concatenate([-np.pi/2 + cap_angle*g2, -g2[::-1][1:], g2[1:],
                        (np.pi/2 - cap_angle*g2[::-1])[1:]])
    half, top = SPACING/2, HEIGHT/2
    flat = np.ones(2*n + 1)
    wall_x = np.concatenate([half*g3, half*flat[1:], half*flat[1:],
                             (half*g3[::-1])[1:]])
    wall_y = np.concatenate([-top*flat, (-top*g3[::-1])[1:], (top*g3)[1:],
                             top*flat[1:]])
    wall = np.stack([wall_x, wall_y], -1)
    void, normal, _ = void_curve(shape, t)
    skin = void + liner*normal
    centre = np.zeros_like(void)
    centre[:, 1] = shape["centre"]
    blocks = [(blend(centre, void, np.linspace(0, 1, 2*(n//2) + 1)), 0),
              (blend(void, skin, np.linspace(0, 1, 5)), 1),
              (blend(skin, wall, g3), 2)]
    away = 1 - g3[::-1]
    x_gap, x_line = half*g3, half + (PITCH - SPACING)/2*away
    y_up = top + box*away
    for x in (x_gap, x_line):
        for y in (y_up, -y_up[::-1]):
            blocks.append((np.stack(np.meshgrid(x, y, indexing="ij"), -1), 2))
    return blocks, t


def quadratic(z):
    return (np.array([z*(z - 1)/2, 1 - z*z, z*(z + 1)/2]),
            np.array([z - 0.5, -2*z, z + 0.5]))


def basis_gradient(corners, xi, eta):
    """Physical gradients of the nine element functions, and the Jacobian."""
    f, df = quadratic(xi)
    g, dg = quadratic(eta)
    local = np.array([np.outer(df, g).ravel(), np.outer(f, dg).ravel()])
    jac = np.matmul(local, corners)
    rhs = np.broadcast_to(local, (len(corners), 2, 9))
    return np.linalg.solve(jac, rhs), np.linalg.det(jac)


def solve(shape=NOMINAL, n=14, kappa=(KA, KD, KD), liner=1.0, box=80.0,
          conjugate=False, planes=False):
    blocks, t = build_mesh(shape, n, liner, box)
    points = np.concatenate([grid.reshape(-1, 2) for grid, _ in blocks])
    key = np.rint((points + 0.0123456789)*1e6).astype(np.int64)
    _, first, inverse = np.unique(key[:, 0]*10**9 + key[:, 1],
                                  return_index=True, return_inverse=True)
    inverse = inverse.ravel()
    xy = points[first]
    tables, material, start = [], [], 0
    for grid, label in blocks:
        na, nb = grid.shape[:2]
        ids = inverse[start:start + na*nb].reshape(na, nb)
        start += na*nb
        table = np.stack([ids[i:i + na - 2:2, j:j + nb - 2:2]
                          for i in range(3) for j in range(3)], -1)
        tables.append(table)
        material.append(np.full(table.shape[0]*table.shape[1], kappa[label]))
    elements = np.concatenate([table.reshape(-1, 9) for table in tables])
    material = np.concatenate(material)
    if conjugate:
        material = 1/material
    stiffness = np.zeros((len(elements), 9, 9))
    for xi, wx in zip(GAUSS, WEIGHT):
        for eta, wy in zip(GAUSS, WEIGHT):
            grad, det = basis_gradient(xy[elements], xi, eta)
            assert det.min() > 0, "folded element"
            stiffness += (wx*wy*det*material)[:, None, None] * np.matmul(
                grad.transpose(0, 2, 1), grad)
    rows = np.repeat(elements, 9, axis=1).ravel()
    cols = np.tile(elements, (1, 9)).ravel()
    matrix = coo_matrix((stiffness.ravel(), (rows, cols)),
                        shape=(len(xy), len(xy))).tocsr()
    x, y = xy.T
    tol, top = 1e-7, HEIGHT/2
    if conjugate:
        outer = (np.abs(np.abs(y) - top - box) < tol) | (
            (np.abs(x - PITCH/2) < tol) & (np.abs(y) > top - tol))
        one, zero = outer & (y > 0), outer & (y < 0)
    else:
        one = (x > SPACING/2 - tol) & (np.abs(y) < top + tol)
        zero = np.abs(x) < tol
        if planes:
            zero = zero | (np.abs(np.abs(y) - top - box) < tol)
    phi = one.astype(float)
    free = np.flatnonzero(~(one | zero))
    load = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), load,
                        permc_spec="MMD_AT_PLUS_A")
    return dict(K=float(phi @ (matrix @ phi)), phi=phi, xy=xy, tables=tables,
                t=t, shape=shape, kappa=kappa, nodes=len(xy))


def interface(sol):
    """Tangential E and both one-sided normal D on the void boundary, unit drop."""
    inner, outer = sol["tables"][0][-1], sol["tables"][1][0]
    ends = sol["t"][::2]
    parts = []
    for z, w in zip(GAUSS, WEIGHT):
        t = (ends[1:] + ends[:-1])/2 + z*(ends[1:] - ends[:-1])/2
        _, normal, speed = void_curve(sol["shape"], t)
        fields = []
        for table, xi in ((inner, 1.0), (outer, -1.0)):
            grad, _ = basis_gradient(sol["xy"][table], xi, z)
            fields.append(np.einsum("exa,ea->ex", grad, sol["phi"][table]))
        tangent = np.stack([-normal[:, 1], normal[:, 0]], -1)
        parts.append([t, w*(ends[1:] - ends[:-1])/2*speed,
                      np.sum(fields[0]*tangent, 1),
                      sol["kappa"][0]*np.sum(fields[0]*normal, 1),
                      sol["kappa"][1]*np.sum(fields[1]*normal, 1)])
    data = np.concatenate([np.array(part) for part in parts], axis=1)
    return data[:, np.argsort(data[0])]


def sensitivity(sol, name):
    """Boundary-integral dC/dp and the same integral with |v_n|, aF/um per unit p."""
    t, ds, et, dn_in, dn_out = interface(sol)
    d = 0.1                           # the curve is linear in each parameter
    plus, minus = void_curve(changed(**{name: d}), t)[0], void_curve(
        changed(**{name: -d}), t)[0]
    vn = np.sum((plus - minus)/(2*d)*void_curve(NOMINAL, t)[1], 1)
    density = -CAP*(KD - KA)*(et**2 + ((dn_in + dn_out)/2)**2/(KA*KD))
    return np.sum(vn*density*ds), np.sum(np.abs(vn*density)*ds)


base = solve(n=16)
C0 = CAP*base["K"]
conj = solve(n=16, conjugate=True)
C_conj = CAP/conj["K"]
assert abs(C_conj/C0 - 1) < 1e-3
solid = CAP*solve(n=16, kappa=(KD, KD, KD))["K"]
assert solid > C0
wide = CAP*solve(n=16, box=120.0)["K"]
assert abs(wide/C0 - 1) < 1e-3
print(f"Pitch, spacing, line height: {PITCH:.0f}, {SPACING:.0f}, {HEIGHT:.0f} nm")
print(f"Relative permittivity void, dielectric: {KA:.1f}, {KD:.1f}; V = {VOLTAGE} V")
print("Void half-width parameter, half-height, centre height: "
      f"{NOMINAL['half_width']}, {NOMINAL['half_height']}, {NOMINAL['centre']} nm; "
      f"skew {NOMINAL['skew']}")
print(f"Nodes in sensitivity mesh: {base['nodes']}")
print(f"C without void: {solid:.4f} aF/um")
print(f"C with void: {C0:.5f} aF/um; K = {base['K']:.6f}")
print(f"C from conjugate problem: {C_conj:.5f} aF/um")
print(f"Reduction of C by void: {100*(1 - C0/solid):.2f} %")
print(f"C shift, open region 80 to 120 nm: {wide - C0:.2e} aF/um")

t, ds, et, dn_in, dn_out = interface(base)
dn = (dn_in + dn_out)/2
mismatch = np.sqrt(np.sum((dn_in - dn_out)**2*ds)/np.sum(dn**2*ds))
assert mismatch < 0.03
print(f"RMS mismatch of one-sided normal D: {100*mismatch:.3f} %")

print("dC/dp: boundary integral | remeshed central difference | difference")
modes = [("half_width", 0.1, "nm"), ("half_height", 0.1, "nm"),
         ("centre", 0.1, "nm"), ("skew", 0.01, "unit skew"),
         ("growth", 0.1, "nm"), ("tip", 0.1, "nm")]
slope = {}
for name, step, unit in modes:
    slope[name], scale = sensitivity(base, name)
    difference = CAP*(solve(changed(**{name: step}))["K"]
                      - solve(changed(**{name: -step}))["K"])/(2*step)
    assert abs(slope[name] - difference) < 4e-3*scale, name
    print(f"  {name} (step {step}): {slope[name]:.5f} | {difference:.5f} | "
          f"{slope[name] - difference:.1e} aF/um per {unit}")
assert slope["growth"] < 0

for n in (8, 12):
    coarse = solve(n=n)
    value = sensitivity(coarse, "growth")[0]
    print(f"Mesh level {n}: C = {CAP*coarse['K']:.5f} aF/um, "
          f"growth slope = {value:.5f} aF/um/nm")
print(f"Growth slope shift, mesh level 12 to 16: {slope['growth'] - value:.1e} aF/um/nm")
assert abs(value/slope["growth"] - 1) < 0.01

unlike = CAP*(solve(changed(growth=0.5), n=16)["K"]
              - solve(changed(growth=-0.5), n=12)["K"])
assert abs(unlike/slope["growth"] - 1) < 0.02
print(f"Growth slope from unlike meshes, step 0.5 nm: {unlike:.5f} aF/um/nm")

# One-sided squared fields must fail where the normal field jumps.
air_side = -CAP*(KD - KA)*np.sum((et**2 + dn**2/KA**2)*ds)
solid_side = -CAP*(KD - KA)*np.sum((et**2 + dn**2/KD**2)*ds)
assert air_side/slope["growth"] > 1.2 and solid_side/slope["growth"] < 0.8
print(f"Wrong growth slope, air-side |E|^2: {air_side:.4f} aF/um/nm")
print(f"Wrong growth slope, dielectric-side |E|^2: {solid_side:.4f} aF/um/nm")
normal_part = np.sum(dn**2/(KA*KD)*ds)/np.sum((et**2 + dn**2/(KA*KD))*ds)
print(f"Share of growth slope from normal D: {100*normal_part:.1f} %")
local = -CAP*(KD - KA)*(et**2 + dn**2/(KA*KD))
print("Local slope per nm of right-half boundary, mirror side moving too:")
for label, angle in (("bottom", -np.pi/2), ("waist", 0.0), ("top", np.pi/2)):
    print(f"  {label}: {np.interp(angle, t, local):.5f} aF/um/nm^2")

# Exact exchange identity; the capacitance change comes from other meshes.
filled = solve(n=16, kappa=(KA, KA, KD))
table = base["tables"][1].reshape(-1, 9)
exchange = 0.0
for xi, wx in zip(GAUSS, WEIGHT):
    for eta, wy in zip(GAUSS, WEIGHT):
        grad, det = basis_gradient(base["xy"][table], xi, eta)
        old = np.einsum("exa,ea->ex", grad, base["phi"][table])
        new = np.einsum("exa,ea->ex", grad, filled["phi"][table])
        exchange += np.sum(wx*wy*det*(KA - KD)*np.sum(old*new, 1))
grown = solve(changed(growth=1.0))["K"]
actual = CAP*(grown - solve()["K"])
assert abs(CAP*exchange/actual - 1) < 0.01
assert abs(filled["K"]/grown - 1) < 2e-4
print(f"Change for 1 nm growth, re-solved: {actual:.5f} aF/um")
print(f"Same change from exchange identity: {CAP*exchange:.5f} aF/um")
print(f"Same change, linear prediction: {slope['growth']:.5f} aF/um")
print(f"Same 1 nm larger void on two meshes, C differs by: {CAP*(filled['K']-grown):.1e} aF/um")
assert abs(slope["growth"]/actual - 1) < 0.2

move = dict(half_width=0.5, half_height=-1.0, centre=1.0)
terms = [slope[name]*step for name, step in move.items()]
combined = CAP*(solve(changed(**move), n=16)["K"] - base["K"])
assert abs(sum(terms) - combined) < 0.15*sum(abs(term) for term in terms)
print("Combined move, half-width, half-height, centre: "
      + ", ".join(f"{step:+.1f}" for step in move.values()) + " nm")
print(f"  linear prediction {sum(terms):.5f}, re-solved {combined:.5f} aF/um")

# A thin coating on the dielectric side tests the layer argument separately.
KL, thin = 4.5, 0.05
coating = CAP*thin*np.sum(((KL - KD)*et**2 - (1/KL - 1/KD)*dn**2)*ds)
direct = CAP*(solve(n=16, kappa=(KA, KL, KD), liner=thin)["K"]
              - solve(n=16, liner=thin)["K"])
assert abs(coating/direct - 1) < 0.05
print(f"Coating {thin} nm, permittivity {KL}: formula {coating:.5f}, "
      f"re-solved {direct:.5f} aF/um")

skin = CAP*solve(n=16, kappa=(KA, KL, KD))["K"]
print(f"Neglected: 1 nm skin of permittivity {KL} changes C by {100*(skin/C0-1):.2f} %")
plated = solve(n=16, box=40.0, planes=True)
plate_slope = sensitivity(plated, "growth")[0]
print(f"Neglected: mid-potential planes 40 nm away change C by "
      f"{100*(plated['K']/base['K']-1):.3f} %, growth slope by "
      f"{100*(plate_slope/slope['growth']-1):.3f} %")
real_air = solve(n=16, kappa=(1.0006, KD, KD))["K"]
print(f"Neglected: air permittivity 1.0006 changes C by {100*(real_air/base['K']-1):.4f} %")
density = 8.5e28                      # rough copper conduction-electron density, m^-3
fermi = hbar**2*(3*np.pi**2*density)**(2/3)/(2*m_e)
screening = np.sqrt(2*epsilon_0*fermi/(3*density*e**2))*1e9
print(f"Thomas-Fermi length for {density:.1e} m^-3: {screening:.4f} nm; "
      f"estimated C change {-100*screening*base['K']/HEIGHT:.2f} %")
half_v = VOLTAGE/2
air_field = 10*half_v*np.sqrt(et**2 + (dn/KA)**2).max()
solid_field = 10*half_v*np.sqrt(et**2 + (dn/KD)**2).max()
breakdown, ionization = 5.0, 12.0     # rough MV/cm and eV
print(f"Peak field at void surface, air side: {air_field:.3f} MV/cm")
print(f"Peak field at void surface, dielectric side: {solid_field:.3f} MV/cm; "
      f"{100*solid_field/breakdown:.1f} % of rough {breakdown:.0f} MV/cm breakdown")
print(f"Line voltage energy / rough {ionization:.0f} eV ionization threshold: "
      f"{VOLTAGE/ionization:.3f}")
pressure = 0.5*epsilon_0*(KD-KA)*(half_v*1e9)**2*np.max(et**2 + dn**2/(KA*KD))
modulus = 5e9                         # rough low-k elastic modulus, Pa
print(f"Peak electrostatic pressure: {pressure/1e3:.2f} kPa; displacement of 10 nm wall "
      f"at {modulus/1e9:.0f} GPa: {10*pressure/modulus:.1e} nm")
assert solid_field < breakdown and VOLTAGE < ionization
print("PASS")
```

Running it gives:

```
Pitch, spacing, line height: 40, 20, 40 nm
Relative permittivity void, dielectric: 1.0, 2.7; V = 0.7 V
Void half-width parameter, half-height, centre height: 6.0, 14.0, 1.0 nm; skew 0.2
Nodes in sensitivity mesh: 10933
C without void: 72.8930 aF/um
C with void: 59.37903 aF/um; K = 13.412643
C from conjugate problem: 59.37807 aF/um
Reduction of C by void: 18.54 %
C shift, open region 80 to 120 nm: 4.53e-04 aF/um
RMS mismatch of one-sided normal D: 0.275 %
dC/dp: boundary integral | remeshed central difference | difference
  half_width (step 0.1): -1.29943 | -1.29898 | -4.5e-04 aF/um per nm
  half_height (step 0.1): -0.99202 | -0.99109 | -9.3e-04 aF/um per nm
  centre (step 0.1): 0.01114 | 0.01147 | -3.3e-04 aF/um per nm
  skew (step 0.01): 0.26719 | 0.26680 | 4.0e-04 aF/um per unit skew
  growth (step 0.1): -2.40516 | -2.40360 | -1.6e-03 aF/um per nm
  tip (step 0.1): -0.32478 | -0.32423 | -5.5e-04 aF/um per nm
Mesh level 8: C = 59.38489 aF/um, growth slope = -2.40530 aF/um/nm
Mesh level 12: C = 59.37996 aF/um, growth slope = -2.40521 aF/um/nm
Growth slope shift, mesh level 12 to 16: 5.4e-05 aF/um/nm
Growth slope from unlike meshes, step 0.5 nm: -2.40433 aF/um/nm
Wrong growth slope, air-side |E|^2: -4.7294 aF/um/nm
Wrong growth slope, dielectric-side |E|^2: -1.5443 aF/um/nm
Share of growth slope from normal D: 56.8 %
Local slope per nm of right-half boundary, mirror side moving too:
  bottom: -0.14050 aF/um/nm^2
  waist: -0.04780 aF/um/nm^2
  top: -0.17306 aF/um/nm^2
Change for 1 nm growth, re-solved: -2.39302 aF/um
Same change from exchange identity: -2.39301 aF/um
Same change, linear prediction: -2.40516 aF/um
Same 1 nm larger void on two meshes, C differs by: -2.9e-04 aF/um
Combined move, half-width, half-height, centre: +0.5, -1.0, +1.0 nm
  linear prediction 0.35345, re-solved 0.42305 aF/um
Coating 0.05 nm, permittivity 4.5: formula 0.07103, re-solved 0.07101 aF/um
Neglected: 1 nm skin of permittivity 4.5 changes C by 2.43 %
Neglected: mid-potential planes 40 nm away change C by 0.148 %, growth slope by -0.006 %
Neglected: air permittivity 1.0006 changes C by 0.0111 %
Thomas-Fermi length for 8.5e+28 m^-3: 0.0553 nm; estimated C change -1.85 %
Peak field at void surface, air side: 0.533 MV/cm
Peak field at void surface, dielectric side: 0.531 MV/cm; 10.6 % of rough 5 MV/cm breakdown
Line voltage energy / rough 12 eV ionization threshold: 0.058
Peak electrostatic pressure: 21.20 kPa; displacement of 10 nm wall at 5 GPa: 4.2e-05 nm
PASS
```
